# Invariant search directions for the density kernel and grid-expanded support functions

## The situation

A linear-scaling Kohn–Sham calculation writes the density matrix as \(\rho(x,x')=\phi_\alpha(x)K^{\alpha\beta}\phi_\beta(x')\), with repeated indices summed. The \(M\) support functions \(\phi_\alpha\) are stored on a grid, are not orthogonal, and are optimised together with the kernel \(K\). Rescaling or mixing them, with the compensating change in \(K\), leaves \(\rho\) and the energy unchanged. A minimisation step should then lead to the same new \(\rho\) in either description. A step along the array of partial derivatives in general does not, unless the mixing matrix is orthogonal. The cure differs between the two variables: the kernel gradient has two lower indices, which are raised with the inverse overlap, whereas the support-function gradient has an upper orbital index, which is lowered with the overlap itself, and only its grid index is raised.

## Conventions

Units are Hartree atomic units, functions are real, and each spatial orbital holds two electrons. The grid has points \(x_i\) of equal weight \(w\), and \(\Phi_{i\alpha}=\phi_\alpha(x_i)\). The overlap \(S=w\Phi^T\Phi\) is assumed nonsingular, hence positive definite. The density is \(n_i=2(\Phi K\Phi^T)_{ii}\) with \(K\) symmetric, and
\[E=2\,\mathrm{Tr}(KT)+E_{\rm pot}[n],\qquad T=w\Phi^T\hat T\Phi,\qquad dE_{\rm pot}=w\sum_i v^{\rm eff}_i\,dn_i .\]
Here \(\hat T\) is a symmetric grid matrix, and the last relation defines \(v^{\rm eff}\) for any potential energy that depends on \(n\) alone. We set \(\hat H=\hat T+\mathrm{diag}(v^{\rm eff})\) and \(H=w\Phi^T\hat H\Phi\). A gradient is the coefficient of a variation, \(\mathrm{Tr}(G\,dK)+\mathrm{Tr}(\Gamma^Td\Phi)\), with \(G\) symmetric.

## Gradients at independent \(K\) and \(\Phi\)

The product rule gives \(dn_i=2(\Phi\,dK\,\Phi^T)_{ii}+4(d\Phi\,K\Phi^T)_{ii}\), because \(d\Phi K\Phi^T\) and \(\Phi K\,d\Phi^T\) are transposes and share their diagonal. With \(V=\mathrm{diag}(v^{\rm eff})\) and the cyclic property of the trace,
\[dE_{\rm pot}=2\,\mathrm{Tr}(w\Phi^TV\Phi\,dK)+4w\,\mathrm{Tr}(K\Phi^TV\,d\Phi).\]
The kinetic term has \(dT=w(d\Phi^T\hat T\Phi+\Phi^T\hat T\,d\Phi)\). Its two halves give equal traces with the symmetric \(K\), so it contributes \(2\,\mathrm{Tr}(T\,dK)+4w\,\mathrm{Tr}(K\Phi^T\hat T\,d\Phi)\). Since \(K\Phi^T\hat H=(\hat H\Phi K)^T\), the sum is
\[\frac{\partial E}{\partial K^{\alpha\beta}}=2H_{\alpha\beta},\qquad \frac{\partial E}{\partial\Phi_{i\alpha}}=4w\,(\hat H\phi_\beta)(x_i)\,K^{\beta\alpha}. \tag{1}\]
One factor 2 is spin; the second factor 2 in the last expression arises because \(\rho\) contains \(\phi\) twice.

## Gradients with the LNV kernel

When every orbital is either doubly occupied or empty, the ground-state kernel obeys \(KSK=K\). The Li–Nunes–Vanderbilt construction varies an auxiliary symmetric matrix \(L\), with
\[K=3LSL-2LSLSL,\qquad \Omega=E-2\mu\,\mathrm{Tr}(KS).\]
From \(dS=w(d\Phi^T\Phi+\Phi^Td\Phi)\), any symmetric \(X\) has \(\mathrm{Tr}(X\,dS)=2w\,\mathrm{Tr}[(\Phi X)^Td\Phi]\). Using this with \(X=K\) and adding (1), with \(\tilde H=H-\mu S\),
\[d\Omega=2\,\mathrm{Tr}(\tilde H\,dK)+4w\,\mathrm{Tr}\{[(\hat H-\mu)\Phi K]^Td\Phi\}.\]
The kernel depends on both \(L\) and \(S\):
\[dK=3(dL\,SL+LS\,dL)-2(dL\,SLSL+LS\,dL\,SL+LSLS\,dL)\]
\[\qquad+\,3L\,dS\,L-2(L\,dS\,LSL+LSL\,dS\,L).\]
In each trace with \(\tilde H\) we move \(dL\) or \(dS\) cyclically to the right; for example \(\mathrm{Tr}(\tilde HLS\,dL\,SL)=\mathrm{Tr}(SL\tilde HLS\,dL)\). The five \(dL\) terms give
\[G=\frac{\partial\Omega}{\partial L}=2\big[3(SL\tilde H+\tilde HLS)-2(SLSL\tilde H+SL\tilde HLS+\tilde HLSLS)\big]. \tag{2}\]
The three \(dS\) terms give \(2\,\mathrm{Tr}(Q\,dS)=4w\,\mathrm{Tr}[(\Phi Q)^Td\Phi]\), so that at fixed \(L\)
\[\Gamma=\frac{\partial\Omega}{\partial\Phi}=4w\big[(\hat H-\mu)\Phi K+\Phi Q\big],\quad Q=3L\tilde HL-2LSL\tilde HL-2L\tilde HLSL. \tag{3}\]
If \(LSL=L\), then \(K=L\) and \(Q=(3-2-2)K\tilde HK=-K\tilde HK\).

## Transformation laws

Let \(A\) be any invertible \(M\times M\) matrix, and call the change \(\Phi'=\Phi A\), \(L'=A^{-1}LA^{-T}\) a change of gauge. Then \(S'=A^TSA\) and \(T'=A^TTA\). In \(L'S'L'\) the inner factors \(A^{-T}A^T\) and \(AA^{-1}\) cancel, so \(K'=A^{-1}KA^{-T}\); hence \(n\), \(\mathrm{Tr}(KT)\), \(\mathrm{Tr}(KS)\) and \(\Omega\) are unchanged. Lower (covariant) indices transform with \(A\), upper (contravariant) ones with \(A^{-1}\).

Equate \(d\Omega\) in the two gauges. First, \(\mathrm{Tr}(G'dL')=\mathrm{Tr}(A^{-T}G'A^{-1}dL)=\mathrm{Tr}(G\,dL)\) for all symmetric \(dL\). Second, \(\mathrm{Tr}(\Gamma'^Td\Phi\,A)=\mathrm{Tr}[(\Gamma'A^T)^Td\Phi]=\mathrm{Tr}(\Gamma^Td\Phi)\) for all \(d\Phi\). Therefore
\[G'=A^TGA,\qquad\Gamma'=\Gamma A^{-T}. \tag{4}\]
Each gradient transforms oppositely to its variable. The argument used invariance only, so it holds equally for the gradients (1).

For \(A=1+\epsilon\) to first order, \(d\Phi=\Phi\epsilon\) and \(dL=-\epsilon L-L\epsilon^T\), and \(0=d\Omega=\mathrm{Tr}(\Gamma^T\Phi\epsilon)-2\,\mathrm{Tr}(LG\epsilon)\), since the \(\epsilon^T\) term is the transpose of the \(\epsilon\) term. As \(\epsilon\) is arbitrary, \(\Gamma^T\Phi=2LG\), or \(\Phi^T\Gamma=2GL\). Once the kernel is stationary, \(\Gamma\) is orthogonal to the span of the support functions: mixing them at fixed \(L\) then leaves \(\Omega\) unchanged to first order.

## The raw step

Take the step \(\delta L'=-tG'\) in the primed gauge and carry it back, with \(C=AA^T\):
\[\delta L=A\,\delta L'A^T=-t\,CGC .\]
The raw step in the original gauge is \(-tG\). Suppose the two are parallel for every symmetric \(G\). Choosing \(G=vv^T\) gives \((Cv)(Cv)^T\propto vv^T\), so every vector \(v\) is an eigenvector of \(C\). If two independent vectors had different eigenvalues, their sum would not be an eigenvector, so \(C\propto1\). Likewise \(\delta\Phi=\delta\Phi'A^{-1}=-t\,\Gamma A^{-T}A^{-1}=-t\,\Gamma C^{-1}\), and a \(\Gamma\) with one nonzero row gives the same condition. Raw directions agree for all gradients only between gauges related by an orthogonal matrix times a number \(c\). Even then \(C=c^2\,1\) scales \(\delta L\) by \(c^4\) and \(\delta\Phi\) by \(c^{-2}\), so a joint raw step in both variables keeps its direction only for \(c=\pm1\).

Now define
\[D_L=S^{-1}GS^{-1},\qquad D_\Phi=\Gamma S/w. \tag{5}\]
With \(S'^{-1}=A^{-1}S^{-1}A^{-T}\), equation (4) gives \(D_L'=A^{-1}S^{-1}A^{-T}A^TGAA^{-1}S^{-1}A^{-T}=A^{-1}D_LA^{-T}\) and \(D'_\Phi=\Gamma A^{-T}A^TSA/w=D_\Phi A\). Both transform like the variable they update, so a step of the same \(t\) gives the same \(\rho\). Applying \(S^{-1}\) to \(\Gamma\) fails: carried back, \(\Gamma'S'^{-1}A^{-1}=\Gamma C^{-1}S^{-1}C^{-1}\). In any gauge with \(S'=1\), (5) reduces to \(G'\) and \(\Gamma'/w\), so (5) is the raw gradient of an orthonormal frame, carried back.

## Steepest descent in invariant metrics

"Steepest" needs a length. For the kernel, take the Hilbert–Schmidt norm of the change in the operator \(\Phi L\Phi^T\):
\[w^2\sum_{ij}(\Phi\,\delta L\,\Phi^T)_{ij}^2=w^2\,\mathrm{Tr}(\delta L\,\Phi^T\Phi\,\delta L\,\Phi^T\Phi)=\mathrm{Tr}(\delta L\,S\,\delta L\,S).\]
Its inner product is \(\langle X,Y\rangle=\mathrm{Tr}(XSYS)\). Because \(G=SD_LS\), the first-order change is \(\mathrm{Tr}(G\,\delta L)=\langle D_L,\delta L\rangle\ge-\|D_L\|\,\|\delta L\|\) by the Cauchy–Schwarz inequality, with equality only for \(\delta L\) along \(-D_L\). The slope per unit length is then \(-\|D_L\|\).

For the functions take \(\langle X,Y\rangle=w\,\mathrm{Tr}(S^{-1}X^TY)\), which is invariant because \(A^{-1}S^{-1}A^{-T}\cdot A^TX^TYA\) has the same trace. Its meaning shows for \(\Phi^T\delta\Phi=0\). Then \(\delta S=0\) to first order, and the matrix \(P=\Phi S^{-1}\Phi^T\), for which \(wP\) is the projector on the span of the functions, changes by \(\delta P=\delta\Phi S^{-1}\Phi^T+\Phi S^{-1}\delta\Phi^T\). In \(w^2\,\mathrm{Tr}(\delta P^2)\) the squares of the two terms contain \(\Phi^T\delta\Phi\) or its transpose and vanish. Each cross term is \(w^2\,\mathrm{Tr}(\delta\Phi S^{-1}\Phi^T\Phi S^{-1}\delta\Phi^T)=w\,\mathrm{Tr}(S^{-1}\delta\Phi^T\delta\Phi)\). Thus \(\|\delta\Phi\|^2=\tfrac12\|\delta P\|^2_{\rm HS}\). Since \(D_\Phi^T=S\Gamma^T/w\), we have \(\langle D_\Phi,\delta\Phi\rangle=\mathrm{Tr}(\Gamma^T\delta\Phi)\), and the same inequality selects \(-D_\Phi\).

## In what sense the rule is forced

Consider linear maps \(G\mapsto F_S(G)\) onto symmetric matrices, built from \(S\) alone, with \(F_{S'}(G')=A^{-1}F_S(G)A^{-T}\). The choice \(A=S^{-1/2}\) gives
\[F_S(G)=S^{-1/2}F_1(S^{-1/2}GS^{-1/2})S^{-1/2},\]
so only \(F_1\) is needed. Orthogonal \(A\) keep \(S=1\), so \(F_1(A^TGA)=A^TF_1(G)A\). Let \(v\) be a unit vector and \(Y=F_1(vv^T)\). Then \(Y\) commutes with every orthogonal matrix sending \(v\) to \(\pm v\). A matrix commuting with the reflection \(1-2uu^T\) maps its \(-1\) eigenvector \(u\) to a multiple of \(u\). Taking \(u=v\), and then every \(u\perp v\), makes \(v\) and all vectors perpendicular to it eigenvectors, the latter with a common eigenvalue; so \(Y=a\,vv^T+b\,1\). The numbers \(a,b\) do not depend on \(v\), because an orthogonal matrix carries any unit vector into any other. Expanding \(G\) in its eigenvectors and using linearity, \(F_1(G)=aG+b\,\mathrm{Tr}(G)\,1\), and therefore
\[F_S(G)=a\,S^{-1}GS^{-1}+b\,S^{-1}\,\mathrm{Tr}(S^{-1}G).\]
The second term adds a multiple of the unit matrix to \(LS\), shifting all its eigenvalues equally. For maps \(\Gamma\mapsto\Gamma N(S)\) on the orbital index, the requirement \(\Gamma A^{-T}N(S')=\Gamma N(S)A\) means \(N(S')=A^TN(S)A\). At \(S=1\), \(N\) commutes with all reflections, so \(N=c\,1\), and in general \(N=cS\). The restriction to \(S\) matters: \(T\) and \(H\) also carry two lower indices, and preconditioners built from them can be invariant too.

## The grid index

Write \(g=\Gamma/w\). Since \(\mathrm{Tr}(\Gamma^Td\Phi)=w\sum_{i\alpha}g_{i\alpha}\,d\Phi_{i\alpha}\) is the quadrature of \(\int g^\alpha\delta\phi_\alpha\,dx\), \(g\) is the functional derivative. On a converged grid it is independent of \(w\), while \(\Gamma\) is proportional to \(w\). The metric of the grid index is \(w\) times the unit matrix, and division by \(w\) raises that index. For an expansion \(\Phi=Bc\) in basis functions sampled on the grid, \(\partial\Omega/\partial c=B^T\Gamma\) and the metric is \(O=wB^TB\). The inner product becomes \(\mathrm{Tr}(S^{-1}\delta c_1^TO\,\delta c_2)\), and the steepest direction is \(-O^{-1}B^T\Gamma S\). For square invertible \(B\), \(BO^{-1}B^T\Gamma=BB^{-1}B^{-T}B^T\Gamma/w=g\), whatever \(B\) is. With fewer basis functions than points, \(wBO^{-1}B^T\) is the orthogonal projector on their span, and the result is the projection of \(g\).

## Conditioning at fixed Hamiltonian

Hold \(\tilde H\) fixed, which drops the response of \(v^{\rm eff}\), and study \(\Omega_0=2\,\mathrm{Tr}(K\tilde H)\). Choose the gauge with \(S=1\) and \(\tilde H=\mathrm{diag}(e_i)\), \(e_i=\varepsilon_i-\mu\), with \(\mu\) in a gap. Put \(L=p+\delta\), with \(p_i=1\) for \(e_i<0\) and \(0\) otherwise. At \(\delta=0\), (2) has diagonal elements \(2(6-6)p_ie_i=0\) and no others. The second-order part of \(K\) is \(3\delta^2-2(p\delta\delta+\delta p\delta+\delta\delta p)\), whose trace with \(\tilde H\) gives
\[\Omega_0^{(2)}=2\sum_{ij}\delta_{ij}^2\,e_i\,(3-4p_i-2p_j).\]
The bracket is \(-3\) for \(i,j\) occupied, \(+3\) for both empty, \(-1\) for \(i\) occupied and \(j\) empty, and \(+1\) for the reverse. A pair \(i\ne j\) contributes \(2\delta_{ij}^2\) to \(\|\delta\|^2\). Writing its energy as \(\tfrac12\kappa\|\delta\|^2=\kappa\,\delta_{ij}^2\),
\[\kappa=6(|e_i|+|e_j|)\ \ \text{(like pairs)},\qquad\kappa=2(\varepsilon_a-\varepsilon_i)\ \ (i\text{ occupied},\ a\text{ empty}). \tag{6}\]
A diagonal element has length squared \(\delta_{ii}^2\) and energy \(6|e_i|\delta_{ii}^2\), so \(\kappa=12|e_i|\), in agreement with the first form. These curvatures in the invariant metric depend only on the eigenvalues \(\varepsilon_i\) and on \(\mu\), not on the gauge; the smallest vanishes as the gap closes, or as \(\mu\) approaches a level. The minimum is local, since \(\Omega_0\) is cubic in \(L\). Along a line, \(\Omega_0(L-tD)=c_0+c_1t+c_2t^2+c_3t^3\), with \(c_1=-\mathrm{Tr}(GD)\). The root of \(c_1+2c_2t+3c_3t^2=0\) with positive curvature is \(t=(-c_2+r)/3c_3\), \(r=\sqrt{c_2^2-3c_1c_3}\); multiplying above and below by \(c_2+r\) gives \(t=-c_1/(c_2+r)\), which for \(c_2>0\) tends to \(-c_1/2c_2\) as \(c_3\to0\). The root exists only if \(c_2^2-3c_1c_3>0\).

## Localisation and an approximate inverse

Confining \(\phi_\alpha\) to a region permits \(A^\beta{}_\alpha\neq0\), for generic functions, only if region \(\beta\) lies within region \(\alpha\). For distinct regions of equal size \(A\) is block diagonal, one block per region. Let \(\mathcal P\) set to zero the forbidden entries of an array; it commutes with right multiplication by a block-diagonal \(A\) of this kind, though not in general by an \(A\) that mixes functions of nested regions. We keep to the block-diagonal case. The direction \(\mathcal P[(\mathcal Pg)S]\) therefore transforms like \(\Phi\). It descends: moving the outer mask onto the other factor of the elementwise product, \(\mathrm{Tr}\{g^T\mathcal P[(\mathcal Pg)S]\}=\mathrm{Tr}[(\mathcal Pg)^T(\mathcal Pg)S]>0\) unless \(\mathcal Pg=0\). It is not in general the steepest. The metric \(w\sum_iD_iS^{-1}D_i^T\) separates over the rows \(D_i\), so the allowed \(D\) with \(\langle D,\delta\Phi\rangle=\mathrm{Tr}(\Gamma^T\delta\Phi)\) for all allowed \(\delta\Phi\) solves, at each point with active functions \(\mathcal A\),
\[(S^{-1})_{\mathcal A\mathcal A}\,D_{i\mathcal A}^T=g_{i\mathcal A}^T .\]
Where all functions are active this returns \(gS\).

If \(S^{-1}\) is replaced by a positive definite approximation \(W\), then \(\mathrm{Tr}(GWGW)>0\) for \(G\neq0\), so \(-WGW\) still descends, but steps of the same \(t\) agree between gauges for every \(G\) only if \(W'=A^{-1}WA^{-T}\). If \(S\) has a small eigenvalue \(\sigma\), forming \(D_L\) multiplies the matching diagonal element of \(G\), and any numerical error in it, by \(\sigma^{-2}\). The exact element is \(\sigma\) times an element of \(G\) in an orthonormal frame, so it does no harm, but an error \(\epsilon\) in it has invariant length \(\epsilon/\sigma\). For linearly dependent functions \(S^{-1}\) does not exist and (5) cannot be used as written. A null vector \(u\) of \(S\) has \(\Phi u=0\), hence \(\tilde Hu=0\) and by (2) \(Gu=0\), so \(SD_LS=G\) can still be solved with the pseudo-inverse; its solutions are not unique but give the same \(\Phi D_L\Phi^T\). The direction \(D_\Phi=\Gamma S/w\) contains no inverse and remains defined, although the metric in which it is steepest does not.

## Worked example

The model is one-dimensional with round parameters. Two wells \(-Z/\sqrt{(x-X)^2+1}\), \(Z=2\), sit at \(X=\mp1.5\) bohr. The potential energy adds a Hartree term with the same softened interaction \(U\) and a model local term \(-(\gamma/4)\int n^2dx\), \(\gamma=1\) Ha bohr, so \(v^{\rm eff}=v+wUn-\gamma n/2\). The grid has 81 points with \(w=0.25\) bohr on \([-10,10]\) bohr and the sinc-function kinetic matrix. Each centre carries a normalised Gaussian \(e^{-(x-X)^2/2\sigma^2}\) and the same times \((x-X)\), with \(\sigma=1.0\) and \(0.8\) bohr. The starting \(L_0S\) has eigenvalues \(0.9,0.9,0.1,0.1\) in the eigenvectors of \(\hat T+v\). The map \(3l^2-2l^3\) sends them to \(0.972\) and \(0.028\), so the electron number is \(2(2\times0.972+2\times0.028)=4\). The levels of \(H\) are \(-0.28919,\,-0.12992,\,0.56701,\,1.24708\) Ha, and \(\mu=(-0.12992+0.56701)/2\approx0.2185\) Ha. The start has \(\Omega=-5.367454\) Ha. The second gauge uses
\[A=\begin{pmatrix}1&0.3&0&0\\0&1.5&0&0.2\\0.2&0&0.8&0\\0&0&0.3&1.2\end{pmatrix},\]
which changes the condition number of \(S\) from 2.10 to 5.27.

The numerical check tests (1)–(4) against complex-step derivatives of the energy; \(G\) and \(\Gamma\) agree with them to a few times \(10^{-15}\) in absolute terms. It also tests (5) against raw gradients in two orthonormal frames, and finds for \(M=4\) that the linear maps commuting with all rotations form spaces of dimension 2 and 1, as derived (for \(M=2\) the reflections used in the derivation are needed as well).

One element checks the raising by hand, by lowering \(D_L\) again through \(G=SD_LS\). The fourth column of \(S\) is \(s=(-0.13148,-0.27815,0,1)\), and \(G_{44}=s^TD_Ls\). Rows 1, 2 and 4 of \(D_L\), in Ha, are \((-0.45619,0.34004,-0.21190,0.29513)\), \((0.34004,0.75019,-0.33635,0.53319)\) and \((0.29513,0.53319,-0.34663,1.12607)\), so
\[(D_Ls)_1=0.05998-0.09458+0.29513=0.26053,\]
\[(D_Ls)_2=-0.04471-0.20867+0.53319=0.27981,\]
\[(D_Ls)_4=-0.03880-0.14831+1.12607=0.93896,\]
and \(G_{44}=-0.03425-0.07783+0.93896=0.8269\) Ha, the value given by (2), against \(D_L^{44}=1.1261\) Ha.

The cosine between the directions obtained in the two gauges, in the invariant metric, is 0.774 for raw \(G\), 0.918 for raw \(\Gamma\), 0.839 for \(\Gamma S^{-1}\), and 1 for both directions (5). After steps of invariant length 0.05, \(\Omega\) in Ha is:

| step | gauge 1 | gauge 2 |
|---|---|---|
| \(D_L\) | −5.432030 | −5.432030 |
| raw \(G\) | −5.425895 | −5.416545 |
| \(D_\Phi\) | −5.448697 | −5.448697 |
| raw \(\Gamma\) | −5.447763 | −5.440058 |

The raw steps differ between gauges by 0.00935 Ha (0.254 eV) and 0.00770 Ha (0.210 eV). With \(\|D_L\|=1.47298\) Ha the first-order change is \(-0.05\times1.47298=-0.0736\) Ha; the actual change is \(-5.432030+5.367454=-0.0646\) Ha, the rest being of higher order in the step. For \(\|D_\Phi\|=1.87490\) Ha the figures are \(-0.0937\) and \(-0.0812\) Ha.

Halving the spacing changes \(\Gamma\) at \(x=0\) for the first function from \(-0.066175\) to \(-0.033087\) Ha bohr\(^{1/2}\), while \(g=-0.066175/0.25=-0.26470\) Ha bohr\(^{-1/2}\) stays. For cubic-spline sampling, \(B\) tridiagonal with entries \(\tfrac16,\tfrac46,\tfrac16\), the unraised direction \(BB^T\Gamma\) has cosine 0.9978 with \(g\) in the invariant metric at \(w=0.25\) bohr, and 0.9998 at half that spacing.

Equation (6) gives extreme curvatures \(2(0.56701+0.12992)=1.3939\) Ha and \(12(1.24708-0.21854)=12.342\) Ha, with ratio 8.85 in both gauges. Steepest descent along \(D_L\) with the exact line search takes \(\Omega_0\) from \(-1.510038\) Ha to within \(10^{-9}\) Ha of \(2(e_1+e_2)=-1.712391\) Ha in 33 iterations in both gauges. For the raw gradient the relevant curvatures are those in the metric \(\mathrm{Tr}(\delta L^2)\) of each gauge; the ratios of largest to smallest are 6.63 and 34.12, and the descent needs 28 and 84 iterations. Judged by these ratios, which describe the neighbourhood of the minimum, the raw direction in the first gauge is better conditioned than the raised one at this mid-gap \(\mu\); at \(\mu=0.428\) Ha the order reverses, with ratios 7.05 (raised) and 8.01 (raw). This contradicts nothing above: raising guarantees the same path in every gauge, with curvatures fixed by the spectrum and \(\mu\), and makes no claim that 8.85 is the smallest ratio any metric can give. A raw step in a given gauge is steepest descent in the metric \(\mathrm{Tr}(\delta L^2)\) of that gauge, which may happen to suit \(\tilde H\) better or worse.

Finally, with each function cut off 3 bohr from its centre, \(\mu\) kept and \(L\) rebuilt by the same recipe for the cut functions, the slope per unit invariant length is \(-1.77094\) Ha for the masked direction and \(-1.77391\) Ha for the pointwise solution, a shortfall of 0.17% relative to the latter. These figures belong to \(w=0.25\) bohr and are not converged in the spacing: the sharp cut leaves a jump in each function, and the masked slope grows to \(-1.94\) Ha at \(w=0.125\) bohr and \(-3.27\) Ha at \(0.0625\) bohr, while the shortfall falls to 0.15% and 0.09%. Both pass the test of equivariance under a block-diagonal \(A\).

## Calculated quantities

```
Z=2.0, centres (-1.5, 1.5) bohr, widths (1.0, 0.8) bohr, softening 1.0 bohr, gamma=1.0 Ha bohr
h=0.25 bohr, box +-10.0 bohr, points 81, step 0.05, region radius 3.0 bohr
A row 1:   1.00000   0.30000   0.00000   0.00000
A row 2:   0.00000   1.50000   0.00000   0.20000
A row 3:   0.20000   0.00000   0.80000   0.00000
A row 4:   0.00000   0.00000   0.30000   1.20000
S row 1:   1.00000  -0.00000   0.06353  -0.13148
S row 2:  -0.00000   1.00000   0.16435  -0.27815
S row 3:   0.06353   0.16435   1.00000   0.00000
S row 4:  -0.13148  -0.27815   0.00000   1.00000
L0 row 1:   0.87128   0.08464  -0.10238  -0.05050
L0 row 2:   0.08464   0.15061   0.11853   0.01251
L0 row 3:  -0.10238   0.11853   0.82425  -0.05875
L0 row 4:  -0.05050   0.01251  -0.05875   0.12159
H (Ha) row 1:  -0.22976   0.01555  -0.09785   0.11184
H (Ha) row 2:   0.01555   0.57499  -0.16132   0.02523
H (Ha) row 3:  -0.09785  -0.16132  -0.16798  -0.01676
H (Ha) row 4:   0.11184   0.02523  -0.01676   0.93160
G (Ha) row 1:  -0.53686   0.18284  -0.17975   0.12277
G (Ha) row 2:   0.18284   0.45249  -0.19278  -0.01838
G (Ha) row 3:  -0.17975  -0.19278  -0.45785  -0.16267
G (Ha) row 4:   0.12277  -0.01838  -0.16267   0.82687
S^-1 G S^-1 (Ha) row 1:  -0.45619   0.34004  -0.21190   0.29513
S^-1 G S^-1 (Ha) row 2:   0.34004   0.75019  -0.33635   0.53319
S^-1 G S^-1 (Ha) row 3:  -0.21190  -0.33635  -0.34589  -0.34663
S^-1 G S^-1 (Ha) row 4:   0.29513   0.53319  -0.34663   1.12607
eps (Ha): -0.28919 -0.12992 0.56701 1.24708 ; mu = 0.21854 Ha
E = -4.493289 Ha, N = 4.000000, Omega0 = -5.367454 Ha
cond(S) gauge 1, 2: 2.098 5.274
max |formula - complex step|: G 1.6e-15 Ha, Gam 3.4e-15 Ha bohr^1/2
invariant norms: D_L 1.47298 Ha, D_Phi 1.87490 Ha
cos between gauges, raw G: 0.77379; raw Gam: 0.91833; Gam S^-1: 0.83884
cos between gauges, corrected L: 1.0000000000; Phi: 1.0000000000
Omega after L step, corrected, gauge 1, 2: -5.432030 -5.432030 Ha
Omega after L step, raw, gauge 1, 2: -5.425895 -5.416545 Ha
raw L step gauge difference: 0.009350 Ha = 0.2544 eV
Omega after Phi step, corrected, gauge 1, 2: -5.448697 -5.448697 Ha
Omega after Phi step, raw, gauge 1, 2: -5.447763 -5.440058 Ha
raw Phi step gauge difference: 0.007705 Ha = 0.2097 eV
commutant dimensions: symmetric 2, vector 1
Gam(x=0, first function) at h, h/2: -0.066175 -0.033087 Ha bohr^1/2; ratio 2.000000
g(x=0, first function) at h, h/2: -0.264699 -0.264699 Ha bohr^-1/2
cos of raw spline-coefficient direction with g: 0.997778
invariant curvatures (Ha): 1.3939 1.7124 2.7540 3.0725 4.1816 4.1816 5.1372 6.0928 8.2620 12.3425
Hessian condition raised, gauge 1, 2: 8.85 8.85
Hessian condition raw, gauge 1, 2: 6.63 34.12
fixed-H Omega start -1.510038 Ha, exact -1.712391 Ha
iterations to 1e-9 Ha, raised: 33 33; raw: 28 84
localised slope per unit length: masked -1.77094 Ha, exact -1.77391 Ha
```
